# Alloy fraction and the channel-cracking thickness of a tensile film

## Problem

A crystalline alloy film of thickness $h$ grows on a thick substrate. The natural lattice spacing of the film is smaller than that of the substrate, and the film is coherent: its atomic rows continue those of the substrate, so it is stretched in both in-plane directions. The tensile strain is proportional to the alloy fraction $x$,

$$\varepsilon=\kappa x .$$

The film may fail by channel cracking. A crack through the film, normal to the surface, runs sideways over a distance much longer than $h$ and stops at the interface below. Let $h_c$ be the smallest thickness at which such a long crack can advance. The fracture energy $\Gamma$, the energy needed per unit area of crack with both new faces counted, does not depend on $x$. Film and substrate are isotropic, linearly elastic and equally stiff, with Young modulus $E$ and Poisson ratio $\nu$ independent of $x$.

(a) By what factor does $h_c$ change when the alloy fraction is doubled?

(b) Find $h_c$ at $x=0.2$ and $x=0.4$ for $\kappa=0.024$, $E=300$ GPa, $\nu=0.25$ and $\Gamma=4$ J/m².

(c) Does the factor in (a) survive if the crack can enter the substrate?

## A tempting solution

The stretched film pulls on any cross-section with a force per unit length $\sigma h$, where $\sigma$ is its stress. The resistance is $\Gamma$. Since 1 J/m² = 1 N/m, the two quantities have the same unit and can be compared directly. Cracking should begin when the pull reaches a fixed multiple of the resistance,

$$\sigma h_c = C\,\Gamma ,$$

with $C$ a pure number. The stress is proportional to the strain and so to $x$. Doubling $x$ doubles $\sigma$, and $h_c$ falls to one half.

## Where it fails

The units agree, but a force per length is not an energy per area. To obtain energy from a force one needs the distance through which it acts. Here that distance is the opening of the crack, and the argument has silently treated the ratio of opening to film thickness as a fixed number.

The opening is not fixed. An elastic body springs back in proportion to the stress that is removed from it, so a film under twice the stress opens its crack twice as wide at the same thickness. The energy set free contains the stress once as the force and once more through the distance. The number $C$ therefore hides a factor $1/\sigma$ and cannot be constant.

There is a process in which the work done by the film is linear in the stress. When a misfit dislocation forms at the interface, the material is displaced by one lattice vector of length $b$, whatever the stress. If that vector lies in the interface and across the dislocation line, the work done by the film stress is $\sigma b h$, linear in $\sigma$. Even then the threshold is not exactly proportional to $1/\sigma$, because the energy of the dislocation line grows slowly with $h$, as shown further below. A crack has no such prescribed displacement.

## Solution

**From alloy fraction to stress.** Let direction 1 run across the crack, direction 2 along the channel, and direction 3 into the depth. In the intact film the two in-plane strains are equal, and so are the in-plane stresses, $\sigma_1=\sigma_2=\sigma$. The top surface is free, which gives $\sigma_3=0$ throughout the uniformly strained film. Hooke's law for direction 1 becomes

$$\varepsilon=\frac{\sigma_1-\nu\sigma_2-\nu\sigma_3}{E}=\frac{(1-\nu)\sigma}{E},$$

and therefore

$$\sigma=\frac{E\varepsilon}{1-\nu}=\frac{E\kappa x}{1-\nu}. \tag{1}$$

Tension is counted positive.

**Energy released by a long channel.** Far ahead of the crack front the film is intact. Far behind it, the cross-section contains a fully opened crack and no longer changes along the channel. When the front advances by a unit length, the shape of the region around it is carried along unchanged. The net effect is that a unit length of intact cross-section has been exchanged for a unit length of cracked cross-section. The energy released is the difference between these two, and the complicated field at the front is not needed.

To find the difference, cut the intact film along the future crack plane and hold the two faces together with the traction $\sigma$ that acted there before the cut. Nothing has moved yet. Now reduce the traction slowly to zero. At depth $z$ the opening grows from zero to its final value $\delta(z)$. Because the body is linear, the traction is $(1-s)\sigma$ when the opening is $s\,\delta(z)$, with $s$ running from 0 to 1. The work that the body delivers to the agent holding the faces is

$$W=\int_0^h dz\int_0^1 (1-s)\,\sigma\,\delta(z)\,ds=\frac12\int_0^h\sigma\,\delta(z)\,dz \tag{2}$$

per unit length of channel. The distant boundaries do not move, so no other work is done.

**How wide the crack opens.** The change caused by the cut is the response of the body to a pressure $\sigma$ pushing the faces apart over the depth $h$. Linearity makes $\delta$ proportional to $\sigma$. The substrate is much thicker than the film, so $h$ is the one length in this response.

The relevant stiffness follows from the fact that a long channel produces no change of strain along itself. Writing $\Delta$ for changes caused by the cut,

$$0=\Delta\sigma_2-\nu(\Delta\sigma_1+\Delta\sigma_3),$$

so $\Delta\sigma_2=\nu(\Delta\sigma_1+\Delta\sigma_3)$. Inserting this in Hooke's law for direction 1 gives

$$\Delta\varepsilon_1=\frac{\Delta\sigma_1-\nu\Delta\sigma_2-\nu\Delta\sigma_3}{E}
=\frac{(1-\nu^2)\Delta\sigma_1-\nu(1+\nu)\Delta\sigma_3}{E}.$$

The response to a pull in direction 1 is thus governed by $\bar E=E/(1-\nu^2)$. A length built from $\sigma$, $\bar E$ and $h$, and linear in $\sigma$, must have the form

$$\delta(z)=\frac{\sigma h}{\bar E}\,f(z/h), \tag{3}$$

where $f$ is a dimensionless profile. It could still depend on $\nu$, but not on $x$, since $\nu$ is held fixed.

Put (3) into (2) and substitute $z=ht$, $dz=h\,dt$:

$$W=\frac12\,\sigma\,\frac{\sigma h}{\bar E}\,h\int_0^1 f(t)\,dt
=Z\,\frac{\sigma^2h^2}{\bar E},\qquad Z=\frac12\int_0^1 f(t)\,dt .$$

One factor $h$ comes from the height of the faces and the other from the width of the opening. A unit advance of the channel creates a crack area $h$, so the energy released per area, called the driving force, is

$$G=\frac{W}{h}=Z\,\frac{\sigma^2h}{\bar E}. \tag{4}$$

**The threshold.** The channel can advance when the released energy pays for the new crack, $G\ge\Gamma$. Equality defines $h_c$:

$$h_c=\frac{\Gamma\bar E}{Z\sigma^2}. \tag{5}$$

With $\bar E=E/[(1-\nu)(1+\nu)]$ and the stress from (1),

$$h_c=\frac{\Gamma}{Z}\,\frac{E}{(1-\nu)(1+\nu)}\,\frac{(1-\nu)^2}{E^2\kappa^2x^2}
=\frac{\Gamma(1-\nu)}{Z(1+\nu)E\kappa^2}\,\frac1{x^2}. \tag{6}$$

Everything in front of $1/x^2$ is independent of composition. Hence

$$\frac{h_c(2x)}{h_c(x)}=\frac{x^2}{(2x)^2}=\frac14 ,$$

which answers (a). Twice the strain stores four times the energy in each unit of volume, and a film one quarter as thick then offers the crack the same energy per area. As $x\to0$ the threshold grows without limit in this model, because an unstrained film has no energy to release.

## The numbers

The ratio did not need $Z$, but the thicknesses do. It can be obtained from the standard plane-strain result for a shallow edge crack of depth $d$ under uniform tension. Its stress intensity is $K=1.1215\,\sigma\sqrt{\pi d}$, and the energy released per area as the crack deepens is $K^2/\bar E$. Building up the full crack from $d=0$ to $d=h$ releases

$$W=\int_0^h\frac{1.1215^2\,\pi\sigma^2 d}{\bar E}\,dd
=\frac{1.1215^2\,\pi}{2}\,\frac{\sigma^2h^2}{\bar E},$$

so $Z=1.976$. A direct finite-element calculation, which minimizes the elastic energy of a film on a substrate with and without the crack, gives $Z=1.972$. That value is used below. It lies 0.2 percent under the edge-crack value because the mesh is finite, so the thicknesses that follow are 0.2 percent high, enough to move a last digit (120 for 121 nm, 167 for 168 nm). On a coarser mesh the same calculation gives 1.963 for $\nu=0.25$ and 1.961 for $\nu=0.35$, so no significant dependence on $\nu$ remains once $\bar E$ has been taken out.

For $x=0.2$ the strain is $0.024\times0.2=0.0048$, and

$$\sigma=\frac{300\times0.0048}{0.75}=1.92\ \text{GPa},\qquad
\bar E=\frac{300}{1-0.0625}=320\ \text{GPa}.$$

Because 1 GPa nm = 1 J/m², equation (5) gives the thickness directly in nanometres:

$$h_c(0.2)=\frac{4\times320}{1.972\times1.92^2}=176\ \text{nm}.$$

For $x=0.4$ the stress is 3.84 GPa, and

$$h_c(0.4)=\frac{4\times320}{1.972\times3.84^2}=44\ \text{nm}.$$

These two values answer (b). They rest on equation (4), but the threshold can also be found without assuming how $G$ scales. In the finite-element model, on the coarser mesh and in a body of fixed size, the thickness was varied at each composition until the released energy equalled $\Gamma h$. This gave 177.1 nm and 44.2 nm, a ratio of 0.2497.

The tempting solution, started from the correct 176 nm at $x=0.2$, would allow 88 nm at $x=0.4$. Equation (4) shows what such a film would face:

$$G=\frac{1.972\times3.84^2\times88}{320}=8\ \text{J/m}^2 .$$

This is twice the fracture energy, so a long crack would have ample energy to run.

## What starts the crack, and where it stops

The threshold concerns a crack that is already long. To see what flaw is needed, consider a long scratch-like crack of depth $d\le h$. Its faces lie entirely in uniformly stressed film, and the surroundings are equally stiff everywhere, so $d$ takes the place of $h$ in the earlier argument:

$$W(d)=Z\,\frac{\sigma^2d^2}{\bar E}.$$

Deepening the crack by $dd$ creates an area $dd$ per unit length. The driving force at its lower edge is

$$G_{\rm edge}=\frac{dW}{dd}=\frac{2Z\sigma^2d}{\bar E}=\frac{2d}{h}\,G . \tag{7}$$

Setting $G_{\rm edge}=\Gamma$ and using (5) gives $d=h_c/2$. A long flaw must be at least this deep to cut down through the film, which means 88 nm at $x=0.2$ and 22 nm at $x=0.4$. A film thicker than $h_c$ may therefore survive if it has no sufficient flaw. In this model $h_c$ is the thickness below which a long channel cannot run, and exceeding it does not by itself guarantee cracking.

Equation (7) also bears on part (c). When the crack reaches the interface, $d=h$ and $G_{\rm edge}=2G$. At the threshold this equals $2\Gamma$. The crack stops there, as the problem supposes, if the fracture energy of the substrate, $\Gamma_s$, is at least about twice that of the film. Otherwise it continues downward.

Let the final depth be $d=rh$ with $r>1$. The misfit stress still acts on the top part $h$ alone. By the same scaling, the released energy is $W=(\sigma^2h^2/\bar E)\,w(r)$ with a dimensionless function $w$. The cost is $\Gamma h$ in the film and $\Gamma_s(r-1)h$ in the substrate. Equating release and cost,

$$\frac{\sigma^2h^2}{\bar E}\,w(r)=\Gamma h\left[1+\frac{\Gamma_s}{\Gamma}(r-1)\right],$$

and dividing by $h$ gives

$$h=\frac{\Gamma\bar E}{\sigma^2}\;\frac{1+(\Gamma_s/\Gamma)(r-1)}{w(r)} .$$

The threshold is the smallest such $h$ over all depths. The last fraction contains neither $\sigma$ nor $x$, so the most favourable $r$ is the same for both films, and its minimum replaces $1/Z$ as a common constant. The factor one quarter survives, provided that $\Gamma_s/\Gamma$ is the same at both compositions.

For $\Gamma_s=\Gamma$ the finite-element model puts the most favourable depth at about $1.2h$. The energy released per area of crack is then 5 percent larger than for a crack ending at the interface. The thresholds fall to 168 nm and 42 nm, and their ratio stays at 0.250.

## When the ratio is not one quarter

With fixed moduli and the same relative crack depth, equation (5) gives for any two films

$$\frac{h_{c,2}}{h_{c,1}}=\frac{\Gamma_2}{\Gamma_1}\left(\frac{\varepsilon_1}{\varepsilon_2}\right)^2 . \tag{8}$$

This covers the cases below, except that of a changing modulus, which needs a separate calculation.

**An added strain.** Suppose that cooling adds a composition-independent tensile strain $\varepsilon_0$. An expansion difference of $10^{-6}$ per kelvin over 1000 K gives $\varepsilon_0=0.001$. The strains become 0.0058 and 0.0106, and

$$\left(\frac{0.0058}{0.0106}\right)^2=0.299 .$$

The thresholds drop to 121 nm and 36 nm. For $\kappa x\ll\varepsilon_0$ the ratio tends to 1, since composition then hardly matters; for $\kappa x\gg\varepsilon_0$ it returns to one quarter. A compressive addition, as long as both films remain in tension, pushes the ratio below one quarter. It does not heal cracks formed before cooling.

**Changing material properties.** If $\Gamma$ is proportional to $1+0.2x$, equation (8) gives $\tfrac14\times1.08/1.04=0.260$. If instead the film modulus is proportional to $1+0.1x$ on an unchanged substrate, the finite-element model gives 0.243. Both slopes are assumed values, chosen to show the size of the effect.

**The definition of misfit.** If $\kappa x$ is the lattice difference divided by the substrate spacing, the elastic strain of the film, referred to its own spacing, is $\kappa x/(1-\kappa x)$. The ratio becomes 0.248, a negligible change.

**Loss of coherence.** If dislocations relieve 10 percent of the strain at $2x$ and none at $x$, and this relief is treated as uniform across the film, the ratio rises to $0.25/0.9^2=0.309$, and the second threshold from 44 to 54 nm. With $b=0.32$ nm, this takes one dislocation every $0.32/(0.1\times0.0096)=333$ nm along each of two perpendicular in-plane directions, if the displacement $b$ lies in the interface and across the line. This spacing is six times the thickness, so the relief is not truly uniform. With the dislocations parallel to the crack treated one by one, the threshold is about 58 nm close to a dislocation and about 52 nm midway between two, where the ratio is 0.295.

An energy estimate shows how much the assumption of coherence demands. The stress at distance $r$ from an edge dislocation, on the plane where the material was displaced, is about $\bar Eb/(4\pi r)$. Half the work of this stress through the displacement $b$, integrated from a core radius of about $b$ to the surface-limited range of about $2h$, gives the line energy $(\bar Eb^2/8\pi)\ln(2h/b)$. Equating it to the work $\sigma bh$ gives

$$h=\frac{\bar Eb}{8\pi\sigma}\ln\frac{2h}{b},$$

whose numerical solutions are about 8 nm at $x=0.2$ and 3 nm at $x=0.4$. The core radius and the outer range are rough choices. The full elastic field near a free surface corresponds to a range of about $1.2h$, which gives 7 and 2 nm, while a core radius of $b/4$ with the range $2h$ gives 12 and 5 nm. All these values lie far below the cracking thresholds. A coherent film 176 nm thick is therefore metastable: dislocations would lower its energy, and the cracking law applies if they cannot form or move in sufficient number.

## Comparison with real films

The parameters are rough typical values for AlGaN films on GaN, with $x$ the aluminium fraction. For films grown on the basal plane, metastable coherence is plausible. The easiest slip plane is parallel to the surface, and a plane parallel to a free surface carries no shear stress in a uniformly strained film, so the misfit does not drive glide on it. The same holds for the prism planes normal to the surface. The inclined $\{11\bar22\}$ planes do carry a shear stress of about $0.45\sigma$, and the same energy estimate with their longer vector $a+c$ (0.61 nm, of which 0.32 nm lies in the interface) favours such dislocations above roughly 35 nm at $x=0.2$ and 14 nm at $x=0.4$. Coherence up to the cracking thickness therefore requires that these dislocations form or glide slowly. The thresholds calculated here are estimates for such films, not measured values. If film and substrate have similar fracture energies, the crack enters the substrate, and the thresholds are about 5 percent lower, as found above. The absolute values are rougher than the ratio. They are proportional to $\Gamma$: an error of 25 percent in $\Gamma$ shifts both by 25 percent and leaves their ratio alone. They also depend on the inverse square of the film stress. The real crystals are anisotropic, and their stiffness under equal in-plane strains is roughly 15 to 20 percent above the value $E/(1-\nu)=400$ GPa used here, which lowers both thresholds by roughly a quarter. The ratio is more sensitive to strain from other sources and to partial relaxation, which in the cases above moved it from 0.25 to about 0.3. Scaling a known cracking thickness by $1/x^2$ is thus a reasonable first estimate when both films are coherent, are grown on the same kind of substrate, are free of appreciable additional strain, and contain flaws large enough to start a crack at the threshold.
